# The Blech product of a copper line from its stress limit

## Problem

A straight copper interconnect carries a steady current. The electrical force on its atoms drives them along the line. Where atoms leave, the metal comes under tension; where they collect, it comes under compression. The resulting stress gradient pushes atoms back, and in a sufficiently short line it can stop the transport.

The data are the atomic volume $\Omega=1.18\times10^{-29}\ \mathrm{m^3}$, the magnitude of the effective charge number $|Z^*|=1$, and the resistivity $\rho=2.2\times10^{-8}\ \Omega\,\mathrm m$. The line has length $L$, carries a uniform current density of magnitude $j$, and is free of stress when the current is switched on. Both ends are closed to atoms.

1. The stress difference between the two ends must never exceed $\Delta\sigma=100$ MPa. Find the largest permitted product $jL$, called the Blech product.
2. Find the end stresses that develop in a line with $L=20\ \mu\mathrm m$ and $j=1.0\times10^{10}\ \mathrm{A/m^2}$.
3. Find how the answer to the first question changes if 100 MPa is instead the largest tension allowed at the cathode end.

The third question matters because the phrase "stress limit" does not by itself say which stress is limited.

Stress $\sigma$ is counted positive in tension. The cathode end, where electrons enter, is at $x=0$, and the anode end is at $x=L$. Temperature and resistivity are uniform, and the metal responds elastically, without voids or plastic flow.

## First estimate by scaling

The electric field in the line has magnitude $\rho j$, so the electrical force on an atom has magnitude

$$F=|Z^*|e\rho j .$$

Carried over the whole line, an atom receives the work $FL=|Z^*|e\rho jL$. The opposing effect is mechanical. A stress is an energy per volume, so a stress difference $\Delta\sigma$ acting on an atom of volume $\Omega$ corresponds to an energy of order $\Omega\Delta\sigma$. Transport should stop when the two energies are comparable:

$$|Z^*|e\rho jL\sim\Omega\Delta\sigma,
\qquad
jL\sim\frac{\Omega\Delta\sigma}{|Z^*|e\rho}.$$

The numerator is about $1.2\times10^{-21}$ J and the denominator about $3.5\times10^{-27}\ \mathrm{C\,\Omega\,m}$, which gives a product of order $3\times10^{5}$ A/m. The argument leaves a pure number in front undetermined, and it cannot distinguish a limit on the stress difference from a limit on the stress at one end.

Scaling also gives the time needed. Let $D$ be the atomic diffusivity, $B$ the modulus that relates stress to added atoms, $k$ the Boltzmann constant and $T$ the temperature. The drift velocity is of order $DF/kT$, and with $1/\Omega$ atoms per volume the flux is of order $DF/(\Omega kT)$. A stress $\Delta\sigma$ requires a fractional change $\Delta\sigma/B$ in the number of atoms over a length of order $L$, hence $(\Delta\sigma/B)(L/\Omega)$ atoms per unit cross-section. Dividing this number by the flux, and using $F\sim\Omega\Delta\sigma/L$, gives

$$t\sim\frac{\Delta\sigma\,L\,kT}{BDF}\sim\frac{L^2kT}{DB\Omega}.$$

## Exact solution

"Exact" refers here to the solution of the linear, one-dimensional model built in the next three steps.

### The two forces on an atom

Electrons move towards $+x$, so the conventional current and the electric field point towards $-x$. The effective charge $Z^*e$ combines the direct force of the field with the momentum transferred by scattered electrons. In copper the electron wind prevails and $Z^*$ is negative, so the net force points towards $+x$, from cathode to anode, with the magnitude $F$ given above.

For the mechanical force, consider adding one atom to a plane of area $A$ that carries a normal tension $\sigma$. The added volume $\Omega$ moves the faces apart by $\Omega/A$. The tension pulls with force $\sigma A$ in the direction of this motion and does the work

$$\sigma A\,\frac{\Omega}{A}=\Omega\sigma .$$

The energy needed to add the atom is lowered by this amount, so the chemical potential is

$$\mu=\mu_0-\Omega\sigma .$$

Elastic energy terms quadratic in the stress are smaller by a factor of order $\sigma/B$ and are dropped. The mechanical force is

$$-\frac{\partial\mu}{\partial x}=\Omega\frac{\partial\sigma}{\partial x}.$$

It drives atoms towards higher tension. When the cathode end is in tension and the anode end in compression, $\partial\sigma/\partial x$ is negative and this force opposes the electrical one.

### The atom flux

The total force is $f=F+\Omega\,\partial\sigma/\partial x$. To connect it with a velocity, let an atom hop a distance $a$ in either direction at rate $\nu$ when no force acts. After time $t$ its mean square displacement is $2\nu a^2t$. Since this must equal $2Dt$, $D=\nu a^2$. A force changes the forward and backward rates to $\nu e^{\pm fa/2kT}$, and the mean velocity becomes

$$v=a\nu\left(e^{fa/2kT}-e^{-fa/2kT}\right)
\simeq a\nu\,\frac{fa}{kT}=\frac{D}{kT}f ,$$

for $fa\ll kT$. With $1/\Omega$ atoms per volume, the flux is

$$J=\frac{v}{\Omega}=\frac{D}{\Omega kT}\left(F+\Omega\frac{\partial\sigma}{\partial x}\right).$$

The linear approximation affects the rate of approach to the steady state. It does not affect the condition for zero flux, because the full expression for $v$ also vanishes when $f=0$.

### The equation for the stress

Let $c$ be the number of atoms per volume of the confined line. Conservation of atoms requires $\partial c/\partial t=-\partial J/\partial x$. The surroundings hold the line in place, so extra atoms create compression:

$$d\sigma=-B\,\frac{dc}{c}.$$

To leading order in the small change of $c$, the factor $1/c$ may be replaced by $\Omega$. Therefore

$$\frac{\partial\sigma}{\partial t}
=-B\Omega\frac{\partial c}{\partial t}
=B\Omega\frac{\partial J}{\partial x}.$$

Inserting the flux and defining

$$G=\frac{F}{\Omega}=\frac{|Z^*|e\rho j}{\Omega},
\qquad
\kappa=\frac{DB\Omega}{kT},$$

one obtains

$$\frac{\partial\sigma}{\partial t}
=\kappa\frac{\partial}{\partial x}\left(\frac{\partial\sigma}{\partial x}+G\right)
=\kappa\frac{\partial^2\sigma}{\partial x^2}.$$

The last step uses constant $\kappa$ and uniform $G$. The current then enters through the ends alone: a closed end has $J=0$, which means $\partial\sigma/\partial x=-G$ at $x=0$ and at $x=L$.

### The steady state

In a steady state $\partial J/\partial x=0$, so the flux is the same everywhere. It is zero at the ends and hence zero throughout. Thus $\partial\sigma/\partial x=-G$ along the whole line, and integration from $0$ to $L$ gives

$$\sigma(0)-\sigma(L)=GL=\frac{|Z^*|e\rho jL}{\Omega}.$$

The diffusivity, the modulus and the factor $kT$ have dropped out. They determine how fast the balance is reached, but not the balance itself.

The difference does not fix the two end stresses separately. For that, the number of atoms is needed. No atom enters or leaves, and the stress is proportional to the local change in atom number, so

$$\int_0^L\sigma\,dx=0$$

at all times. The steady profile has the form $\sigma=C-Gx$. Its integral is $CL-GL^2/2$, which vanishes for $C=GL/2$. Hence

$$\sigma_\infty(x)=G\left(\frac L2-x\right).$$

The cathode tension is $GL/2$ and the anode stress is $-GL/2$.

### The approach to the steady state

The limit must hold at every moment, so an overshoot on the way to the steady state has to be excluded. Write $\sigma=\sigma_\infty+u$. Since $\sigma_\infty$ already has slope $-G$, the remainder $u$ obeys the same diffusion equation with $\partial u/\partial x=0$ at both ends. The initial condition $\sigma=0$ becomes $u(x,0)=G(x-L/2)$.

The functions $\cos(n\pi x/L)$ have zero slope at both ends, and each decays as $e^{-n^2\pi^2\kappa t/L^2}$. The expansion coefficients of $x-L/2$ follow by partial integration, for $n\ge1$:

$$\begin{aligned}
a_n&=\frac2L\int_0^L\left(x-\frac L2\right)\cos\frac{n\pi x}{L}\,dx\\
&=-\frac{2}{n\pi}\int_0^L\sin\frac{n\pi x}{L}\,dx
=\frac{2L}{n^2\pi^2}\left[(-1)^n-1\right].
\end{aligned}$$

The boundary term is absent because the sine vanishes at both ends. For even $n$ the coefficient is zero, and for odd $n$ it is $-4L/(n^2\pi^2)$. The term with $n=0$ is the mean of $x-L/2$, which is also zero. The solution is

$$\sigma(x,t)=G\left(\frac L2-x\right)
-\frac{4GL}{\pi^2}\sum_{n\ \mathrm{odd}}
\frac{\cos(n\pi x/L)}{n^2}e^{-n^2\pi^2\kappa t/L^2},$$

where the sum runs over positive odd $n$. At $x=0$ the cosine is $1$, and at $x=L$ it is $-1$. Subtracting the two end stresses gives

$$\sigma(0,t)-\sigma(L,t)=GL\left[1-\frac{8}{\pi^2}
\sum_{n\ \mathrm{odd}}\frac{e^{-n^2\pi^2\kappa t/L^2}}{n^2}\right].$$

The difference is zero at $t=0$, as the initial condition requires. Every exponential then falls with time, so the difference rises steadily towards $GL$ and does not pass it. The steady value therefore bounds the whole history.

### The threshold

The limit is respected at all times if $GL\le\Delta\sigma$. For a larger product the steady difference lies above the limit, which is then crossed after a finite time. The largest permitted product follows from $GL=\Delta\sigma$:

$$\boxed{(jL)_c=\frac{\Omega\,\Delta\sigma}{|Z^*|e\rho}}$$

With $e=1.6022\times10^{-19}$ C, the numerator and denominator are

$$\Omega\Delta\sigma=(1.18\times10^{-29})(1.00\times10^{8})\ \mathrm J
=1.18\times10^{-21}\ \mathrm J,$$

$$|Z^*|e\rho=(1.6022\times10^{-19})(2.2\times10^{-8})\ \mathrm{C\,\Omega\,m}
=3.525\times10^{-27}\ \mathrm{C\,\Omega\,m}.$$

Their ratio answers the first question:

$$(jL)_c=3.35\times10^{5}\ \mathrm{A/m}=3350\ \mathrm{A/cm}.$$

The third digit records the arithmetic with the given data. As a prediction for a real line, the result is no better than the values of $|Z^*|$ and $\Delta\sigma$, to which it is inversely and directly proportional. The resistivity must also be the value at the temperature of the line. It rises with temperature, but only the product $|Z^*|\rho$ enters the threshold, and $|Z^*|$ need not stay the same. In the simplest picture the wind force follows the current density rather than the field, so its part of $Z^*$ falls roughly as $1/\rho$. The rise of $\rho$ alone therefore does not decide how the threshold changes with temperature, and $Z^*$ and $\rho$ must be taken at the same temperature.

The threshold can also be read as a voltage. Since $\rho jL$ is the voltage along the line,

$$V_c=\rho(jL)_c=\frac{\Omega\Delta\sigma}{|Z^*|e}=7.4\ \mathrm{mV}.$$

An atom moved from cathode to anode gains the electrical work $|Z^*|eV$ and pays the mechanical cost $\Omega\Delta\sigma$. At threshold, gain and cost are equal.

### The 20 micrometre line

For the second question, the field is $\rho j=220$ V/m and the force per atom is $F=3.525\times10^{-17}$ N. Division by the atomic volume gives the stress gradient:

$$G=\frac{3.525\times10^{-17}\ \mathrm N}{1.18\times10^{-29}\ \mathrm{m^3}}
=2.987\ \mathrm{MPa}/\mu\mathrm m .$$

Over $20\ \mu\mathrm m$ the steady difference is 59.7 MPa. The cathode end reaches a tension of 29.9 MPa, and the anode end a compression of the same size. The product $jL=2.0\times10^{5}$ A/m is 0.60 of the threshold, so the line satisfies the first criterion. At this current density the longest line that does so has length

$$L_c=\frac{3.35\times10^{5}\ \mathrm{A/m}}{1.0\times10^{10}\ \mathrm{A/m^2}}
=33.5\ \mu\mathrm m .$$

### A limit on the cathode tension

For the third question, let $\sigma_c=100$ MPa be the largest tension allowed at the cathode. With both ends closed, the cathode carries half the difference. Its stress is

$$\sigma(0,t)=\frac{GL}{2}\left[1-\frac{8}{\pi^2}
\sum_{n\ \mathrm{odd}}\frac{e^{-n^2\pi^2\kappa t/L^2}}{n^2}\right],$$

which also rises without overshoot. The condition is now $GL/2\le\sigma_c$, so

$$(jL)_c^{\mathrm{tension}}=\frac{2\Omega\sigma_c}{|Z^*|e\rho}
=6.70\times10^{5}\ \mathrm{A/m}=6700\ \mathrm{A/cm}.$$

The factor of two depends on the anode being closed. Suppose instead that the anode end is connected to a reservoir that keeps it at zero stress. This case needs no new calculation. In a closed line of length $2L$, the stress at the midpoint $x=L$ contains the factors $\cos(n\pi/2)$, which vanish for odd $n$, and the steady part vanishes there as well. The midpoint thus stays at zero stress, and the cathode half of the longer line satisfies all the conditions of the line with a reservoir. Its cathode tension tends to $G(2L)/2=GL$. The threshold returns to 3350 A/cm, and the 20 µm line would reach 59.7 MPa at its cathode instead of 29.9 MPa.

Stress left by cooling has a similar influence. If a closed line begins with a uniform tension $\sigma_0$, this constant can be added to the solution without changing the diffusion equation or the end slopes. The end difference is unaffected, but the cathode tension tends to $\sigma_0+GL/2$, and

$$(jL)_c^{\mathrm{tension}}=\frac{2\Omega(\sigma_c-\sigma_0)}{|Z^*|e\rho}.$$

A residual tension of 50 MPa uses up half of the 100 MPa allowance and brings this threshold, too, down to 3350 A/cm.

## Comparison of the estimate and the solution

For the stress difference, the undetermined number in the scaling estimate is one. The reason is that the two forces balance at every point of the line, so the balance of total energies follows from the local balance by integration. For the cathode tension in a closed line the number is two, because conservation of atoms, together with the uniform stress gradient, divides the difference equally between tension and compression. Scaling gives the right combination of quantities in both cases, but it cannot supply this information about the ends.

The time estimate is less accurate. The slowest term in the series decays with the time constant

$$\tau=\frac{L^2}{\pi^2\kappa},$$

which is shorter than the scaling time $L^2/\kappa$ by a factor $\pi^2$, about ten. With a reservoir at the anode, $L$ is replaced by $2L$ and the time constant is four times longer. A short test may therefore fail to show the final stress, even though the final stress does not depend on $D$.

At early times the length $L$ ceases to matter. Differentiating the bracket in the cathode stress gives

$$\frac{\partial\sigma(0,t)}{\partial t}
=\frac{4G\kappa}{L}\sum_{n\ \mathrm{odd}}e^{-n^2\pi^2\kappa t/L^2}.$$

For $\kappa t\ll L^2$ many terms contribute. The odd integers have spacing two, so the sum is approximately half of a Gaussian integral:

$$\sum_{n\ \mathrm{odd}}e^{-n^2\pi^2\kappa t/L^2}
\simeq\frac12\int_0^\infty e^{-n^2\pi^2\kappa t/L^2}\,dn
=\frac{L}{4\sqrt{\pi\kappa t}} .$$

The rate is then $G\sqrt{\kappa/(\pi t)}$, and integration from zero gives

$$\sigma(0,t)\simeq2G\sqrt{\frac{\kappa t}{\pi}} .$$

The cathode does not yet feel the other end. In a line far above threshold, where $GL\gg\sigma_c$, the tension reaches $\sigma_c$ in this regime, after

$$t_c\simeq\frac{\pi\sigma_c^2}{4\kappa G^2}.$$

Because $G$ is proportional to $j$, this time varies as $j^{-2}$ at fixed temperature. The two limits describe different behaviour: a long line reaches the critical tension at a time that depends on the current density and on $\kappa$ but hardly on the length, whereas a line below threshold does not reach it at all.

## Where the result ceases to hold

The zero-flux argument survives a resistivity or current density that varies along the line. With $|Z^*|$ and $\Omega$ constant, integration of the local balance gives

$$\sigma(0)-\sigma(L)=\frac{|Z^*|e}{\Omega}\int_0^L\rho j\,dx
=\frac{|Z^*|eV}{\Omega},$$

so the voltage takes the place of $\rho jL$. The stress gradient is then not uniform, and in general the difference is no longer divided equally between the two ends. A temperature gradient may add a further force on the atoms, which this balance omits.

If atoms can pass through both ends, the steady flux need not be zero, and the back stress may then no longer stop the transport. Plastic flow can limit the stress that builds up. If it limits both the tension and the compression, it can also keep the difference between the ends too small to balance the electrical force. A void at the cathode has a free surface, where the normal stress is zero if surface tension is neglected. For a spherical void of radius $r$ and surface tension $\gamma$ the neglected stress is $2\gamma/r$. With $\gamma=1.5$ N/m, a representative value for a metal such as copper, this is 30 MPa at $r=100$ nm and 300 MPa at $r=10$ nm. The following statements apply to voids large enough for it to be ignored, and a short, narrow line may not produce such a void. When growth stops, the mean stress is $-GL/2$, so conservation of atoms gives the void a volume $AL\cdot GL/(2B)$ for a cross-section $A$. For the 20 µm line with $B=30$ GPa, a sphere of this volume has $r\approx170$ nm and $2\gamma/r\approx18$ MPa if $A=1\times1\ \mu\mathrm m^2$. If $A=0.1\times0.1\ \mu\mathrm m^2$, it has $r\approx36$ nm and $2\gamma/r\approx83$ MPa, more than $GL$ itself. If the anode remains closed and the void stops growing, the flux is again zero and the difference is still $GL$, but all of it now appears as compression at the anode. A limit of 100 MPa on that compression again corresponds to 3350 A/cm. The number is therefore meaningful only together with a statement of which stress is limited and what happens at the two ends.
